# Temperature Dependence of Fowler–Nordheim Tunnelling from a Linearised Exponent

## Result and conditions

A metal gate emits electrons through a dielectric in a strong field. If the tunnelling exponent is linear in energy over the range that carries the current, with decay width $d$, the current density at temperature $T$ is

$$J(T)=J(0)\,\frac{\pi p}{\sin \pi p},\qquad p=\frac{kT}{d}, \tag{1}$$

$$J(0)=\frac{e\,m_t\,d^2}{2\pi^2\hbar^3}\,e^{-G_F}. \tag{2}$$

Here $G_F$ is the tunnelling exponent at the Fermi level and $m_t$ is the electron mass in the plane of the dielectric. For a triangular barrier of height $\varphi$ above the Fermi level, in a field of magnitude $F$,

$$d=\frac{\hbar eF}{2\sqrt{2m_z\varphi}}, \tag{3}$$

where $m_z$ is the tunnelling mass along the field. The condition $kT<d$ makes the linearised integral converge. It does not by itself make (1) accurate: the curvature of the exponent must also be small, and this fails before $kT$ reaches $d$.

## The current as a sum over electrode states

Energies $\varepsilon$ are measured from the Fermi level, $e>0$, and $J$ is a magnitude. The electrode is a metal whose band bottom lies many $d$ below the Fermi level. The collecting side is biased so strongly that return current is negligible. An electron has wave vector $q_x$ along the field and $\mathbf q$ in the plane, and $\mathbf q$ is conserved. With two spin states, velocity $v_x$, Fermi function $f$ and transmission $e^{-G}$,

$$J=2e\int\!\frac{d^2q}{(2\pi)^2}\int\!\frac{dq_x}{2\pi}\,v_x\,f(\varepsilon)\,e^{-G}. \tag{4}$$

At fixed $\mathbf q$, $v_x=\hbar^{-1}\partial\varepsilon/\partial q_x$, so $v_x\,dq_x=d\varepsilon/\hbar$. The velocity cancels the one-dimensional density of states:

$$J=\frac{e}{\pi\hbar}\int d\varepsilon\, f(\varepsilon)\int\!\frac{d^2q}{(2\pi)^2}\,e^{-G(\varepsilon,\mathbf q)}. \tag{5}$$

## The exponent and its slope

In the dielectric the band edge is at $\varphi-eFx$. The slowest decay is taken to lie at $\mathbf q=0$, with parabolic dispersion. Motion in the plane costs $w=\hbar^2q^2/2m_t$, and decay along the field at rate $\kappa$ contributes $-\hbar^2\kappa^2/2m_z$. Energy conservation reads

$$\varepsilon=\varphi-eFx+w-\frac{\hbar^2\kappa^2}{2m_z}
\;\Rightarrow\;
\kappa(x)=\frac{\sqrt{2m_z(\varphi-u-eFx)}}{\hbar},\quad u=\varepsilon-w. \tag{6}$$

The exponent is twice the integral of $\kappa$ up to the point where it vanishes, $x_1=(\varphi-u)/eF$. This point must lie inside the layer. Since $\int_0^{x_1}\sqrt{\varphi-u-eFx}\,dx=\tfrac{2}{3}(\varphi-u)^{3/2}/eF$,

$$G(u)=2\int_0^{x_1}\kappa\,dx=\frac{4\sqrt{2m_z}}{3\hbar eF}\,(\varphi-u)^{3/2}. \tag{7}$$

Write $G(u)=G_F(1-u/\varphi)^{3/2}$ and use $(1-y)^{3/2}=1-\tfrac32y+\tfrac38y^2+\dots$. The linear term defines the width:

$$\frac1d=-\frac{dG}{du}\bigg|_0=\frac{3G_F}{2\varphi}=\frac{2\sqrt{2m_z\varphi}}{\hbar eF}=\frac{2\kappa_0}{eF}, \tag{8}$$

with $\kappa_0$ the decay constant at the electrode for $u=0$. This is (3). Equation (8) also gives $G_F=2\varphi/3d$, so the quadratic term is $\tfrac38(2\varphi/3d)u^2/\varphi^2=u^2/4\varphi d$, and

$$G(u)=G_F-\frac ud+\frac{u^2}{4\varphi d}+\dots \tag{9}$$

An electron that starts an energy $d$ higher is thus transmitted about 2.7 times more readily, to linear order. A small energy gain $\delta$ removes a length $\delta/eF$ of barrier next to the electrode, where the decay constant is $\kappa_0$. In a stronger field this length is smaller, so $d$ is larger.

In a stack of several dielectrics the barrier need not be one triangle. For an edge profile $V(x)$, $\kappa^2=2m_z(V-\varepsilon)/\hbar^2$ at $\mathbf q=0$, so $\partial\kappa/\partial\varepsilon=-m_z/\hbar^2\kappa$. The moving end point adds nothing if $\kappa$ vanishes there, and

$$\frac1d=\frac{2}{\hbar^2}\int\frac{m_z(x)}{\kappa(x)}\,dx \quad(\varepsilon=0). \tag{10}$$

Different in-plane masses in the layers change the integral over $\mathbf q$, hence $J(0)$. At linear order they leave the energy factor $e^{\varepsilon/d}$, and therefore the thermal factor, in the same form.

## The two integrals

Keep the first two terms of (9), so that $e^{-G}=e^{-G_F}e^{\varepsilon/d}e^{-w/d}$. In the plane, $d^2q=2\pi q\,dq=(2\pi m_t/\hbar^2)\,dw$, which gives

$$\int\!\frac{d^2q}{(2\pi)^2}e^{-w/d}=\frac{m_t}{2\pi\hbar^2}\int_0^\infty\!e^{-w/d}dw=\frac{m_td}{2\pi\hbar^2}. \tag{11}$$

The infinite upper limit is justified when the electrode has states at all $w$ up to many $d$. For a parabolic electrode band, the states at the Fermi level reach a $w$ equal to the band depth times the ratio of the electrode mass to $m_t$. A deep band bottom therefore suffices unless the electrode mass is very small compared with $m_t$. The electrode mass has dropped out. A direct numerical evaluation of (4) with the linear exponent, for electrode masses of 1.0 and 0.6 electron masses at 300 and 400 K and the parameters used below, agrees with (1) and (2) to within 0.2% of their value.

Inserting (11) in (5) leaves

$$J=\frac{e\,m_td}{2\pi^2\hbar^3}e^{-G_F}\int_{-\infty}^{\infty}f(\varepsilon)\,e^{\varepsilon/d}\,d\varepsilon. \tag{12}$$

The lower limit may be $-\infty$ because $e^{\varepsilon/d}$ is negligible at the band bottom. With $x=\varepsilon/kT$ the remaining integral is $kT\,I(p)$, where

$$I(p)=\int_{-\infty}^{\infty}\frac{e^{px}}{1+e^x}\,dx. \tag{13}$$

The integrand behaves as $e^{px}$ on the left and as $e^{-(1-p)x}$ on the right, so $I$ converges for $0<p<1$. Take a rectangle with one side on the real axis and the opposite side on $\operatorname{Im}x=2\pi$, traversed anticlockwise. The short sides vanish as they recede. On the upper side the denominator is unchanged and the numerator gains $e^{2\pi ip}$. The one enclosed pole is at $x=i\pi$, where the derivative of the denominator is $e^{i\pi}=-1$, so the residue is $-e^{i\pi p}$. Hence

$$(1-e^{2\pi ip})\,I=-2\pi i\,e^{i\pi p}
\;\Rightarrow\;
I=\frac{2\pi i}{e^{i\pi p}-e^{-i\pi p}}=\frac{\pi}{\sin\pi p}. \tag{14}$$

Since $kT=pd$, the integral in (12) is $d\,\pi p/\sin\pi p$. This gives (1) and (2).

## Low temperature and the energy of the emitted electrons

As $T\to0$ the factor tends to 1. Substituting $d^2=\hbar^2e^2F^2/8m_z\varphi$ in (2) gives the Fowler–Nordheim form

$$J(0)=\frac{e^3F^2}{16\pi^2\hbar\varphi}\,\frac{m_t}{m_z}\,e^{-G_F}. \tag{15}$$

For an isotropic dielectric the masses cancel in the prefactor, though $m_z$ remains in $G_F$. The first thermal corrections follow from the series of $y/\sin y$:

$$\frac{J(T)}{J(0)}=1+\frac{(\pi p)^2}{6}+\frac{7(\pi p)^4}{360}+\dots \tag{16}$$

The current per unit total energy is proportional to $f(\varepsilon)e^{\varepsilon/d}$. Because $d\ln f/d\varepsilon=-(1-f)/kT$, its maximum satisfies $1-f=p$. With $1-f=e^x/(1+e^x)$ this becomes

$$\varepsilon_{\rm peak}=kT\ln\frac{p}{1-p}. \tag{17}$$

The peak lies below the Fermi level for $p<\tfrac12$ and above it for $p>\tfrac12$. As $p$ approaches 1, the falling occupation barely outweighs the rising transmission, and a long tail of hot electrons carries much of the current.

## When the linear exponent fails

The quadratic term of (9) measures the error. At fixed $u$, integrate the occupation over $w$:

$$\int_0^\infty f(u+w)\,dw=kT\ln(1+e^{-u/kT})\equiv L(u). \tag{18}$$

The linearised current is therefore distributed in $u$ with weight $L(u)e^{u/d}$. Define $M(s)=\int L(u)e^{su}du$. For $0<s<1/kT$ the boundary terms of an integration by parts vanish, and $L'=-f$, so by (14)

$$M(s)=\frac1s\int f(u)e^{su}du=\frac{\pi kT}{s\,\sin(\pi skT)}. \tag{19}$$

Two derivatives with respect to $s$ bring down $u^2$, hence $\langle u^2\rangle=M''/M=(\ln M)''+[(\ln M)']^2$ at $s=1/d$. With $\theta=\pi p$,

$$(\ln M)'=-d(1+\theta\cot\theta),\qquad (\ln M)''=d^2\Big(1+\frac{\theta^2}{\sin^2\theta}\Big), \tag{20}$$

$$\langle u^2\rangle=d^2\Big[1+\frac{\theta^2}{\sin^2\theta}+(1+\theta\cot\theta)^2\Big]. \tag{21}$$

Expanding $e^{-u^2/4\varphi d}$ to first order multiplies the current by $1-c$, with

$$c=\frac{\langle u^2\rangle}{4\varphi d}\ll1 \tag{22}$$

as the condition for linearising the exponent of a triangular barrier in (1) and (2). For another profile $1/4\varphi d$ is replaced by $G''(0)/2$ and the condition applies to $|c|$; when a uniform layer is so thin that the barrier fills it, $G''$ is negative and the current exceeds the linearised value. It does not cover the transmission prefactor, which (2) omits. At $T=0$, $\theta\cot\theta\to1$ and $\langle u^2\rangle=6d^2$, so $c=3d/2\varphi$. Near $p=1$, both $\theta/\sin\theta$ and $|\theta\cot\theta|$ approach $1/(1-p)$, so $\langle u^2\rangle\approx2d^2/(1-p)^2$. The condition becomes

$$1-p\gg\sqrt{\frac{d}{2\varphi}}. \tag{23}$$

The divergence of (1) at $p=1$ belongs to the linearisation. For $kT>d$ the curved exponent (7) still gives a finite current, carried near a maximum above the Fermi level. There $L\approx kT\,e^{-u/kT}$, and the maximum of $-u/kT-G(u)$ requires $-G'(u)=\sqrt{1-u/\varphi}\,/d=1/kT$, so

$$u_*=\varphi\Big[1-\Big(\frac{d}{kT}\Big)^2\Big]. \tag{24}$$

It is a maximum because $-G'$ falls as $u$ rises. With $G(u_*)=(2\varphi/3d)(d/kT)^3$, the leading exponential dependence is

$$J\sim\exp\Big[-\frac{\varphi}{kT}+\frac{\varphi d^2}{3(kT)^3}\Big]. \tag{25}$$

This holds when $u_*\gg kT$ and $G(u_*)\gg1$: the electrons are thermally excited part of the way and tunnel through the thinner upper barrier. At $kT=d$ the exponent equals $-2\varphi/3d=-G_F$, so it joins the exponent of (2), although neither prefactor applies at that point.

## A metal gate on hexagonal boron nitride

Consider a 10 nm layer of hBN at 8 MV/cm. For illustration, take $\varphi=3$ eV, $m_z=0.5$ and $m_t=1$ electron masses. These masses are model inputs, not band masses of hBN, whose conduction-band edge lies away from $\mathbf q=0$. The Fermi wave vector of the model metal below, $11.5\ \mathrm{nm^{-1}}$, does not reach the M and K points of hBN (14.5 and $16.7\ \mathrm{nm^{-1}}$), so the absolute currents are those of the model and not predictions for hBN. In this model $J(0)$ is proportional to $m_t$, while the thermal factor does not depend on it. The metal has the free-electron mass and a Fermi depth of 5 eV. The layer drops 8 V, and the tunnel distance is $3/0.8=3.75$ nm, so the triangle ends inside it.

The decay constant is $\kappa_0=6.275\ \mathrm{nm^{-1}}$. From (8), with $eF=0.8$ eV/nm,

$$d=\frac{0.8}{2\times6.275}\ \mathrm{eV}=63.7\ \mathrm{meV},\qquad G_F=\frac{2\times3}{3\times0.06375}=31.4 .$$

Equation (2) then gives $J(0)=1.6\times10^{-6}\ \mathrm{A/cm^2}$. At 300 K, $kT=25.85$ meV and $p=0.406$. The factor is 1.33, and $J=2.1\times10^{-6}\ \mathrm{A/cm^2}$; the three terms of (16) give 1.32. At 400 K the factor is 1.71 and $J=2.7\times10^{-6}\ \mathrm{A/cm^2}$. At fixed field and barrier, heating from 300 to 400 K raises the current by 29%. The peak (17) moves from 10 meV below the Fermi level to 6 meV above it.

The next table compares (1) with the ratio $J(T)/J(0)$ from the full exponent (7), with transmission set to 1 above the barrier.

| $T$ (K) | $p$ | Eq. (1) | Full exponent | $c$ |
|---|---|---|---|---|
| 300 | 0.406 | 1.332 | 1.341 | 0.025 |
| 400 | 0.541 | 1.713 | 1.725 | 0.024 |
| 500 | 0.676 | 2.495 | 2.480 | 0.039 |
| 600 | 0.811 | 4.56 | 4.18 | 0.156 |
| 700 | 0.946 | 17.7 | 8.9 | 3.1 |

At 300 and 400 K the full ratio is slightly larger than (1). The curvature lowers $J(0)$ by about 3%, more than it lowers the warm current, and the ratio gains the difference. At 600 K equation (1) is 9% above the full result, and at 700 K it is twice as large, although $kT=d$ is reached only at 740 K. Condition (23) gives the reason: $\sqrt{0.06375/6}=0.10$, while $1-p$ is 0.19 at 600 K and 0.05 at 700 K. The value $c=3.1$ is no longer a correction; it marks the failure of the expansion.

The transmission $e^{-G}$ omits a prefactor. Solving the wave equation in the uniform field with Airy functions, matched to the metal at a sharp interface with $\psi$ and $\psi'/m$ continuous, gives a $J(0)$ that is 1.9 times the value of (2). The thermal factors become 1.34 and 1.73 at 300 and 400 K, so the prefactor nearly cancels in the ratio. If the layer ends at a second identical metal and the electron waves remain coherent, reflections modulate the transmission. For eight thicknesses spread over one interference period of 0.39 nm, starting at 10 nm and at fixed field, the factor at 400 K ranges from 1.66 to 1.80. These numbers depend on the matching rule: with $\psi'$ continuous instead, $J(0)$ is 1.7 times the value of (2) and the coherent range widens to about 1.4 to 2.3.

## What a real gate changes

The chosen field is about 0.8 of a rough breakdown field of 10 MV/cm, so the example describes electrical stress rather than gentle operation. The absolute current depends much more strongly on the barrier model than the thermal factor does. The image force, with an isotropic relative permittivity of 3, lowers the barrier top by 0.62 eV and multiplies $J(0)$ by about 8. It changes $d$ by only 1%, and the factor (1) at 400 K becomes 1.74, or 1.75 with the full exponent. Emission over the lowered barrier is then about $2\times10^{-23}\ \mathrm{A/cm^2}$ at 400 K, which is negligible. In a uniaxial layer such as hBN the image potential along the axis is set by the in-plane permittivity, which is larger; with 4.9 the lowering is 0.49 eV and $J(0)$ is multiplied by about 4. The parabolic dispersion deep in the gap is a more serious assumption. With a two-band form, $\kappa^2=(2m_z/\hbar^2)\,b(1-b/E_g)$ for depth $b$ below the band edge and gap $E_g=6$ eV, the same masses, and in-plane motion still taken to shift the band edge by $w$ at fixed gap, $\kappa_0$ falls by a factor $\sqrt2$. Then $d$ rises to 90 meV, $J(0)$ grows by a factor of nearly 400, and the thermal factor at 400 K falls to 1.29. Trap-assisted and phonon-assisted flow, and the actual valley structure of hBN, are not included; their effect is not estimated here. Holes injected from the opposite electrode are also left out. With a 6 eV gap and an identical second metal, their barrier is again 3 eV. For equal masses their tunnelling exponent then equals that of the electrons, so their current can be comparable.

A measured temperature dependence also contains any shift of the barrier itself. In this example a barrier drop of 16 meV between 300 and 400 K, or 0.16 meV/K, would produce the same rise as the thermal factor. To leading order this is $d\ln1.286$, since lowering $\varphi$ by $\delta$ multiplies the current by $e^{\delta/d}$. Equation (1) can therefore be used to infer $d$ from heating at fixed field only if the barrier shift is known independently, other conduction paths are negligible, and the curvature of the exponent is small, which for a triangular barrier is condition (22). At fixed voltage the field itself changes as the layer expands: an out-of-plane expansion of about $3.8\times10^{-5}$ per kelvin, a rough value for hBN, would reduce the rise from 300 to 400 K in this example from 29% to 14%.

## Table of computed values

```
barrier 3.0 eV; field 8.0 MV/cm
layer thickness 10.0 nm
voltage across layer 8.0 V
tunnel distance at Fermi level 3.75 nm
m_z 0.5, m_t 1.0, metal 1.0 electron masses
metal Fermi depth 5.0 eV
gap 6.0 eV; relative permittivity 3.0
decay constant at Fermi level 6.275 1/nm
decay width d 63.75 meV
temperature where kT = d: 740 K
exponent G_F 31.37
exp(-G_F) 2.371e-14
J(0) linearised 1.559e-06 A/cm2
J(300 K) linearised 2.077e-06 A/cm2
J(400 K) linearised 2.671e-06 A/cm2
J(400 K)/J(300 K) linearised 1.286
T: kT in meV, p, linear factor, full-exponent factor, curvature
300 K: 25.85, 0.406, 1.332, 1.341, 0.025
400 K: 34.47, 0.541, 1.713, 1.725, 0.024
500 K: 43.09, 0.676, 2.495, 2.480, 0.039
600 K: 51.70, 0.811, 4.555, 4.179, 0.156
700 K: 60.32, 0.946, 17.680, 8.927, 3.100
peak energy at 300 K -9.89 meV
peak energy at 400 K 5.62 meV
full-exponent J(0) / linearised J(0) 0.9701
Airy J(0) / linearised J(0) 1.931
Airy thermal factor 300 K 1.342
Airy thermal factor 400 K 1.728
coherent layer, thickness period 0.388 nm
coherent factor 400 K, range 1.660 to 1.798
image: exponent 29.28, d 63.01 meV
image: J(0) multiplied by 7.91
image: thermal factor 400 K 1.737
two-band: exponent 26.13, d 90.16 meV
two-band: J(0) multiplied by 377
two-band: thermal factor 400 K 1.288
image-force barrier lowering 0.620 eV
over-barrier current at 400 K 1.96e-23 A/cm2
barrier drop mimicking 300 to 400 K rise 15.70 meV
same drop per kelvin 0.157 meV/K
rough breakdown field 10 MV/cm
field / rough breakdown field 0.80
```
